# Helical edge states of the particle-hole-symmetric Bernevig-Hughes-Zhang model on a half-plane: a numerical check

```python
"""Edge states of the Bernevig-Hughes-Zhang model on the half-plane y > 0.

Upper block: h = A(kx sx - ky sy) + (M - B k^2) sz; lower block: h*(-k).
Result under test: with a hard wall, each block has one edge state if and
only if kx^2 < M/B, with energies +sgn(B)|A|kx and -sgn(B)|A|kx.
A: velocity parameter (eV nm), B: curvature (eV nm^2), M: mass (eV),
D: particle-hole asymmetry (eV nm^2), decay: inverse lengths (1/nm).
The independent check diagonalizes a wide strip in a polynomial basis.
"""
import numpy as np
from numpy.polynomial.legendre import leggauss, legvander, legder
from scipy.linalg import qr, solve_triangular, eigh, block_diag
from scipy.constants import hbar, e as charge, k as boltzmann

SX = np.array([[0, 1], [1, 0]], dtype=complex)
SY = np.array([[0, -1j], [1j, 0]])
SZ = np.diag([1.0, -1.0]).astype(complex)


def make_strip(width, size):
    """Orthonormal polynomials vanishing at both walls, and derivatives."""
    x, weight = leggauss(size + 6)
    j = np.arange(size)
    coef = np.zeros((size + 2, size))
    coef[j, j] = 1 / np.sqrt(4 * j + 6)
    coef[j + 2, j] = -1 / np.sqrt(4 * j + 6)
    vander = legvander(x, size + 1)
    values = vander @ coef
    slopes = vander[:, :-1] @ legder(coef) * 2 / width
    weight = weight * width / 2
    root = np.sqrt(weight)[:, None]
    q, r = qr(root * values, mode="economic")
    values = q / root
    slopes = solve_triangular(r.T, slopes.T, lower=True).T
    first = values.T @ (weight[:, None] * slopes)
    first = (first - first.T) / 2
    second = -slopes.T @ (weight[:, None] * slopes)
    return {"y": (x + 1) * width / 2, "w": weight, "f": values,
            "d1": first, "d2": second, "width": width}


def linear_terms(A, block):
    """Matrices multiplying kx and ky, the lower block being h*(-k)."""
    kx_matrix, ky_matrix = A * SX, -A * SY
    if block == "lower":
        return -kx_matrix.conj(), -ky_matrix.conj()
    return kx_matrix, ky_matrix


def strip_hamiltonian(strip, k, terms, B, M, D=0.0, coupling=None):
    kx_matrix, ky_matrix = terms
    dim = len(kx_matrix)
    one = np.eye(len(strip["d1"]))
    k_squared = k**2 * one - strip["d2"]
    sz = np.kron(np.eye(dim // 2), SZ)
    ham = np.kron(k * kx_matrix, one)
    ham = ham + np.kron(ky_matrix, -1j * strip["d1"])
    ham = ham + np.kron(sz, M * one - B * k_squared)
    ham = ham - D * np.kron(np.eye(dim), k_squared)
    if coupling is not None:
        ham = ham + np.kron(coupling, one)
    return (ham + ham.conj().T) / 2


def spinor_on_grid(strip, vector):
    return vector.reshape(2, -1) @ strip["f"].T


def mean_distance(strip, vector):
    density = np.sum(abs(spinor_on_grid(strip, vector))**2, axis=0)
    return float(np.sum(strip["w"] * strip["y"] * density))


def projected_bulk_edge(k, A, B, M):
    q = np.linspace(0, 1, 200001)
    mass = M - B * (k**2 + q**2)
    return float(np.sqrt(A**2 * (k**2 + q**2) + mass**2).min())


def decay_constants(k, A, B, M):
    total, product = abs(A / B), M / B - k**2
    root = np.sqrt(complex(total**2 - 4 * product))
    return (total + root) / 2, (total - root) / 2


def gap_states(strip, k, A, B, M, block):
    ham = strip_hamiltonian(strip, k, linear_terms(A, block), B, M)
    energies, vectors = eigh(ham)
    limit = projected_bulk_edge(k, A, B, M) - 1e-7
    chosen = np.where(abs(energies) < limit)[0]
    states = [(mean_distance(strip, vectors[:, i]), energies[i],
               vectors[:, i]) for i in chosen]
    return sorted(states, key=lambda item: item[0])


def check_edge(strip, k, A, B, M, block):
    """Compare the left-wall strip state with the half-plane solution."""
    states = gap_states(strip, k, A, B, M, block)
    assert len(states) == 2, (len(states), k, A, B, M)
    distance, energy, vector = states[0]
    block_sign = 1 if block == "upper" else -1
    predicted = block_sign * np.sign(B) * abs(A) * k
    fast, slow = decay_constants(k, A, B, M)
    norm = np.sqrt(2 * abs(fast * slow * (fast + slow))) / abs(fast - slow)
    profile = norm * (np.exp(-fast * strip["y"])
                      - np.exp(-slow * strip["y"]))
    chi = np.array([1, np.sign(A / B)]) / np.sqrt(2)
    exact = chi[:, None] * profile
    numeric = spinor_on_grid(strip, vector)
    overlap = abs(np.sum(strip["w"] * exact.conj() * numeric))
    assert abs(energy - predicted) < 1e-8, (energy, predicted)
    assert abs(overlap - 1) < 1e-6, overlap
    return energy, distance, abs(energy - predicted), abs(overlap - 1)


A, B, M = 0.36, -0.70, -0.010
wide = make_strip(2000.0, 180)
worst_energy = worst_overlap = 0.0
cases = [(A, B, M), (A, -B, -M), (-A, B, M), (A, B, 10 * M)]
for a, b, mass in cases:
    limit_k = np.sqrt(mass / b)
    for block in ("upper", "lower"):
        for ratio in (-0.6, 0.9):
            result = check_edge(wide, ratio * limit_k, a, b, mass, block)
            worst_energy = max(worst_energy, result[2])
            worst_overlap = max(worst_overlap, result[3])
        outside = gap_states(wide, 1.1 * limit_k, a, b, mass, block)
        assert len(outside) == 0
assert len(gap_states(wide, 0.02, A, B, -M, "upper")) == 0

k_limit = np.sqrt(M / B)
merge_energy = projected_bulk_edge(k_limit, A, B, M)
assert abs(merge_energy - abs(A) * k_limit) < 1e-10
bulk_half_gap = min(projected_bulk_edge(k, A, B, M)
                    for k in np.linspace(0, 0.3, 61))
assert abs(bulk_half_gap - abs(M)) < 1e-10
velocity = abs(A) * charge * 1e-9 / hbar * 100
fast0, slow0 = [x.real for x in decay_constants(0, A, B, M)]

print(f"A = {A:.2f} eV nm")
print(f"B = {B:.2f} eV nm^2")
print(f"M = {M:.3f} eV")
print(f"M/B = {M / B:.6f} nm^-2")
print(f"limiting |k| = {k_limit:.5f} nm^-1")
print(f"edge energy at merging = {merge_energy:.5f} eV")
print(f"full bulk gap = {2 * bulk_half_gap:.4f} eV")
print(f"edge speed = {velocity:.3e} cm/s")
print(f"decay constants at k=0 = {fast0:.5f}, {slow0:.5f} nm^-1")
print(f"decay lengths at k=0 = {1 / fast0:.3f}, {1 / slow0:.2f} nm")
print(f"largest strip energy error = {worst_energy:.1e} eV")
print(f"largest overlap error = {worst_overlap:.1e} (no unit)")
for k in (0.03, 0.06, 0.09):
    upper = check_edge(wide, k, A, B, M, "upper")
    lower = check_edge(wide, k, A, B, M, "lower")
    slow = decay_constants(k, A, B, M)[1].real
    print(f"k = {k:.2f} nm^-1: upper, lower E = "
          f"{upper[0]:.5f}, {lower[0]:.5f} eV")
    print(f"  slow decay length = {1 / slow:.2f} nm; "
          f"mean distance = {upper[1]:.2f} nm")

# Coupling of opposite walls in a ribbon.
ribbon_gaps = {}
for width in (100.0, 200.0, 300.0):
    ribbon = make_strip(width, 110)
    ham = strip_hamiltonian(ribbon, 0, linear_terms(A, "upper"), B, M)
    levels = eigh(ham, eigvals_only=True)
    pair = np.sort(levels[np.argsort(abs(levels))[:2]])
    ribbon_gaps[width] = pair[1] - pair[0]
    print(f"ribbon width {width:.0f} nm: edge gap = "
          f"{ribbon_gaps[width]:.3e} eV")
measured_decay = np.log(ribbon_gaps[200.0] / ribbon_gaps[300.0]) / 100
assert abs(measured_decay / slow0 - 1) < 5e-3
print(f"ribbon-gap decay constant = {measured_decay:.5f} nm^-1")

# Particle-hole asymmetry changes both the energy and the allowed interval.
D = -0.50
decay_sum = abs(A) / np.sqrt(B**2 - D**2)
slope = np.sign(B) * abs(A) * np.sqrt(1 - D**2 / B**2)
offset = -M * D / B
window = np.sort(np.roots([-1, decay_sum * D / B, M / B]).real)
for k in (-0.035, -0.02, 0.01, 0.02, 0.50, 0.60):
    ham = strip_hamiltonian(wide, k, linear_terms(A, "upper"), B, M, D)
    levels, vectors = eigh(ham)
    predicted = offset + slope * k
    near = np.where(abs(levels - predicted) < 0.01)[0]
    assert len(near) > 0
    found = min((mean_distance(wide, vectors[:, i]), levels[i])
                for i in near)
    if window[0] < k < window[1]:
        assert found[0] < wide["width"] / 8
        assert abs(found[1] - predicted) < 1e-7
    else:
        assert found[0] > wide["width"] / 4
print(f"asymmetry D = {D:.2f} eV nm^2")
print(f"with D: crossing energy = {offset:.5f} eV")
print(f"with D: speed / symmetric speed = {abs(slope / A):.4f} (no unit)")
print(f"with D: upper-block k interval = {window[0]:.5f} to "
      f"{window[1]:.5f} nm^-1")

# Coupling of the two spin blocks, with and without time reversal.
mixing = 0.002
upper_terms = linear_terms(A, "upper")
lower_terms = linear_terms(A, "lower")
full_terms = tuple(block_diag(u, v)
                   for u, v in zip(upper_terms, lower_terms))
antisymmetric = mixing * np.array([[0, -1], [1, 0]])
even_coupling = np.block([[np.zeros((2, 2)), antisymmetric],
                          [antisymmetric.T, np.zeros((2, 2))]])
odd_coupling = mixing * np.kron(SX, np.eye(2))


def four_edge_levels(k, coupling):
    ham = strip_hamiltonian(wide, k, full_terms, B, M, coupling=coupling)
    levels = eigh(ham, eigvals_only=True)
    return np.sort(levels[np.argsort(abs(levels))[:4]])


even_levels = four_edge_levels(0, even_coupling)
pair_splitting = max(even_levels[1] - even_levels[0],
                     even_levels[3] - even_levels[2])
assert pair_splitting < 1e-8
shifted = four_edge_levels(0.03, even_coupling)
even_shift = np.max(abs(abs(shifted) - abs(A) * 0.03))
odd_levels = four_edge_levels(0, odd_coupling)
odd_gap = odd_levels[2] - odd_levels[1]
assert abs(odd_gap - 2 * mixing) < 1e-8
print(f"block coupling strength = {mixing:.4f} eV")
print(f"time-reversal-even coupling: pair splitting at k=0 = "
      f"{pair_splitting:.1e} eV")
print(f"  largest edge shift at k=0.03 nm^-1 = {even_shift:.3e} eV")
print(f"time-reversal-odd coupling: edge gap = {odd_gap:.5f} eV")

# Thermal occupation at the conduction edge, chemical potential at midgap.
for temperature in (4.0, 77.0, 300.0):
    thermal = boltzmann * temperature / charge
    occupation = 1 / (np.exp(bulk_half_gap / thermal) + 1)
    print(f"T = {temperature:.0f} K: kT = {thermal:.6f} eV; "
          f"band-edge occupation = {occupation:.3e} (no unit)")

print("all good")
```

Printed output:

```
A = 0.36 eV nm
B = -0.70 eV nm^2
M = -0.010 eV
M/B = 0.014286 nm^-2
limiting |k| = 0.11952 nm^-1
edge energy at merging = 0.04303 eV
full bulk gap = 0.0200 eV
edge speed = 5.469e+07 cm/s
decay constants at k=0 = 0.48482, 0.02947 nm^-1
decay lengths at k=0 = 2.063, 33.94 nm
largest strip energy error = 1.1e-13 eV
largest overlap error = 5.7e-10 (no unit)
k = 0.03 nm^-1: upper, lower E = -0.01080, 0.01080 eV
  slow decay length = 36.37 nm; mean distance = 21.15 nm
k = 0.06 nm^-1: upper, lower E = -0.02160, 0.02160 eV
  slow decay length = 46.10 nm; mean distance = 26.01 nm
k = 0.09 nm^-1: upper, lower E = -0.03240, 0.03240 eV
  slow decay length = 81.15 nm; mean distance = 43.51 nm
ribbon width 100 nm: edge gap = 2.413e-03 eV
ribbon width 200 nm: edge gap = 1.246e-04 eV
ribbon width 300 nm: edge gap = 6.544e-06 eV
ribbon-gap decay constant = 0.02947 nm^-1
asymmetry D = -0.50 eV nm^2
with D: crossing energy = 0.00714 eV
with D: speed / symmetric speed = 0.6999 (no unit)
with D: upper-block k interval = -0.02594 to 0.55083 nm^-1
block coupling strength = 0.0020 eV
time-reversal-even coupling: pair splitting at k=0 = 1.1e-15 eV
  largest edge shift at k=0.03 nm^-1 = 2.608e-04 eV
time-reversal-odd coupling: edge gap = 0.00400 eV
T = 4 K: kT = 0.000345 eV; band-edge occupation = 2.515e-13 (no unit)
T = 77 K: kT = 0.006635 eV; band-edge occupation = 1.814e-01 (no unit)
T = 300 K: kT = 0.025852 eV; band-edge occupation = 4.045e-01 (no unit)
all good
```
